# Why exchange can beat hopping at an fcc(111) step: a program that tests the result

```python
"""Why exchange descent can beat hopping at an fcc(111) B step.

Model: E = sum_i [a sum_j exp(-p(r-1)) - xi sqrt(Z_i)], with
Z_i = sum_j exp(-2q(r-1)); both sums carry a smooth cutoff.
Result under test: the hop-minus-exchange saddle gap equals a difference of
pair energies V plus a difference of under-coordination penalties
P(Z) = xi (sqrt(Z0)-sqrt(Z))^2 / (2 sqrt(Z0)), Z0 being the bulk Z.
Scaling P by lam must change the gap at the rate given by the P difference.
Lengths: bulk neighbour distance d. Energies: hartree.
A = adatom, E = edge atom displaced in the exchange.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize
from scipy.sparse import csr_matrix

P_REP, Q_ATT, E_COH = 11.0, 3.0, 0.11
CUT_START, CUT_END = 1.5, 1.7
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
HARTREE_J = constants.physical_constants["Hartree energy"][0]


def radial(r):
    """Repulsive and bonding weights and their radial derivatives."""
    width = CUT_END - CUT_START
    t = np.clip((r - CUT_START) / width, 0.0, 1.0)
    w = 1 - t * t * t * (10 - 15 * t + 6 * t * t)
    dw = -30 * t * t * (1 - t) ** 2 / width
    rep = np.exp(-P_REP * (r - 1))
    att = np.exp(-2 * Q_ATT * (r - 1))
    return (rep * w, att * w, rep * (dw - P_REP * w),
            att * (dw - 2 * Q_ATT * w))


# Bulk equilibrium fixes the repulsion a and the bonding strength xi.
shell_r = np.array([1.0, np.sqrt(2.0)])
shell_n = np.array([12.0, 6.0])
s_rep, s_att, s_drep, s_datt = radial(shell_r)
Z0 = shell_n @ s_att
ratio = (shell_n * shell_r) @ s_datt / ((shell_n * shell_r) @ s_drep)
a_over_xi = ratio / (2 * np.sqrt(Z0))
XI = E_COH / (np.sqrt(Z0) - a_over_xi * (shell_n @ s_rep))
A_REP = a_over_xi * XI


def embedding(z, lam):
    """Bonding energy and slope; lam=1 is the square-root law."""
    root0 = np.sqrt(Z0)
    line = -XI * (root0 + (z - Z0) / (2 * root0))
    value = (1 - lam) * line - lam * XI * np.sqrt(z)
    slope = -(1 - lam) * XI / (2 * root0) - lam * XI / (2 * np.sqrt(z))
    return value, slope


def penalty(z):
    return XI * (np.sqrt(Z0) - np.sqrt(z)) ** 2 / (2 * np.sqrt(Z0))


def bulk_energy(scale, lam):
    """Energy per atom from an explicit fcc lattice sum."""
    n = np.array(np.meshgrid(*[np.arange(-4, 5)] * 3)).reshape(3, -1).T
    n = n[(n.sum(axis=1) % 2 == 0) & (np.abs(n).sum(axis=1) > 0)]
    r = scale * np.linalg.norm(n, axis=1) / np.sqrt(2)
    rep, att, _, _ = radial(r)
    return A_REP * rep.sum() + embedding(att.sum(), lam)[0]


for strength in (0.0, 1.0):
    step = 1e-4
    plus = bulk_energy(1 + step, strength)
    minus = bulk_energy(1 - step, strength)
    assert abs(bulk_energy(1.0, strength) + E_COH) < 1e-10
    assert abs((plus - minus) / (2 * step)) < 1e-5

# Stepped slab: x points down the step, y runs along its edge.
ROWS, COLS = 8, 4
ROW_GAP, HEIGHT = np.sqrt(3) / 2, np.sqrt(2 / 3)
BOX = np.array([ROWS * ROW_GAP, COLS, 1000.0])
points, depth = [], []
for k in range(4):
    for i in (range(-3, 1) if k == 0 else range(-3, 5)):
        for j in range(COLS):
            points.append([i * ROW_GAP - k / np.sqrt(3),
                           j + 0.5 * (i % 2), -k * HEIGHT])
            depth.append(k)
FCC = np.array([-1 / (2 * np.sqrt(3)), 0.5, HEIGHT])
HCP = np.array([-1 / np.sqrt(3), 0.0, HEIGHT])
LOW = np.array([ROW_GAP, 0.5, 0.0])
EDGE = int(np.argmin(np.linalg.norm(np.array(points), axis=1)))
points.append(FCC)
depth.append(-1)
IDEAL = np.array(points)
N = len(IDEAL)
AD = N - 1
FREE = np.array(depth) != 3
FREE_DOF = np.flatnonzero(np.repeat(FREE, 3))

I, J = np.triu_indices(N, 1)
sep = IDEAL[I] - IDEAL[J]
sep -= BOX * np.round(sep / BOX)
movers_in_pair = (I == AD) | (J == AD) | (I == EDGE) | (J == EDGE)
keep = (np.linalg.norm(sep, axis=1) < 1.9) | movers_in_pair
I, J = I[keep], J[keep]
NP = len(I)
pair_ids = np.r_[np.arange(NP), np.arange(NP)]
atom_ids = np.r_[I, J]
COUNT = csr_matrix((np.ones(2 * NP), (atom_ids, pair_ids)), shape=(N, NP))
SIGNED = csr_matrix((np.r_[np.ones(NP), -np.ones(NP)],
                     (atom_ids, pair_ids)), shape=(N, NP))


def energy_gradient(x, lam=1.0):
    """Energies and gradients for a batch of configurations."""
    m = len(x)
    d = x[:, I] - x[:, J]
    d -= BOX * np.round(d / BOX)
    r = np.sqrt((d * d).sum(axis=2))
    rep, att, drep, datt = radial(r)
    z = (COUNT @ att.T).T
    value, slope = embedding(z, lam)
    energy = 2 * A_REP * rep.sum(axis=1) + value.sum(axis=1)
    dr = 2 * A_REP * drep + (slope[:, I] + slope[:, J]) * datt
    vec = (dr / r)[:, :, None] * d
    flat = np.ascontiguousarray(vec.transpose(1, 0, 2)).reshape(NP, -1)
    grad = (SIGNED @ flat).reshape(N, m, 3).transpose(1, 0, 2).copy()
    grad[:, ~FREE] = 0.0
    return energy, grad


def relax(x):
    """Relax a configuration to its local minimum."""
    base = x.reshape(-1).copy()

    def objective(free):
        full = base.copy()
        full[FREE_DOF] = free
        e, g = energy_gradient(full.reshape(1, N, 3))
        return e[0], g.reshape(-1)[FREE_DOF]

    fit = minimize(objective, base[FREE_DOF], jac=True, method="L-BFGS-B",
                   options={"maxiter": 800, "maxfun": 1200,
                            "ftol": 1e-15, "gtol": 1e-7})
    base[FREE_DOF] = fit.x
    assert np.abs(fit.jac).max() < 1e-5
    return base.reshape(N, 3), fit.fun


def climbing_band(start, end, bumps, images=7):
    """Connect two minima and return the climbing image and its energy."""
    t = np.linspace(0, 1, images + 2)[:, None, None]
    path = (1 - t) * start + t * end
    for atom, bump in bumps.items():
        path[:, atom] += np.sin(np.pi * t[:, 0]) * np.array(bump)
    e_ends = energy_gradient(path[[0, -1]])[0]
    velocity = np.zeros_like(path[1:-1])
    dt, mix, good = 0.2, 0.1, 0
    for iteration in range(900):
        e_in, grad = energy_gradient(path[1:-1])
        e = np.r_[e_ends[0], e_in, e_ends[1]]
        top = int(np.argmax(e_in)) + 1
        force = -grad
        for n in range(1, images + 1):
            ahead, behind = path[n + 1] - path[n], path[n] - path[n - 1]
            up, down = e[n + 1] - e[n], e[n - 1] - e[n]
            if up > 0 > down:
                tangent = ahead
            elif down > 0 > up:
                tangent = behind
            else:
                big = max(abs(up), abs(down)) + 1e-14
                small = min(abs(up), abs(down)) + 1e-14
                wa, wb = (big, small) if up > down else (small, big)
                tangent = wa * ahead + wb * behind
            tangent = tangent / np.linalg.norm(tangent)
            along = np.sum(force[n - 1] * tangent)
            if n == top and iteration > 120:
                force[n - 1] -= 2 * along * tangent
            else:
                stretch = np.linalg.norm(ahead) - np.linalg.norm(behind)
                force[n - 1] += (0.3 * stretch - along) * tangent
        if iteration > 150 and np.abs(force).max() < 4e-4:
            break
        if np.sum(force * velocity) > 0:
            speed = np.linalg.norm(velocity) / np.linalg.norm(force)
            velocity = (1 - mix) * velocity + mix * speed * force
            good += 1
            if good > 5:
                dt, mix = min(1.1 * dt, 0.6), 0.99 * mix
        else:
            velocity[:] = 0
            dt, mix, good = max(0.5 * dt, 0.02), 0.1, 0
        velocity += dt * force
        path[1:-1] += np.clip(dt * velocity, -0.04, 0.04)
    e_in = energy_gradient(path[1:-1])[0]
    top = int(np.argmax(e_in))
    return path[top + 1].copy(), e_in[top]


def hessian(x, lam):
    """Finite-difference Hessian of the free coordinates."""
    h, rows = 1e-4, []
    for begin in range(0, len(FREE_DOF), 24):
        dof = FREE_DOF[begin:begin + 24]
        m = len(dof)
        batch = np.repeat(x.reshape(1, -1), 2 * m, axis=0)
        batch[np.arange(m), dof] += h
        batch[m + np.arange(m), dof] -= h
        g = energy_gradient(batch.reshape(-1, N, 3), lam)[1]
        g = g.reshape(2 * m, -1)[:, FREE_DOF]
        rows.append((g[:m] - g[m:]) / (2 * h))
    matrix = np.vstack(rows)
    return (matrix + matrix.T) / 2


def find_saddle(x, lam=1.0):
    """Go uphill along the lowest mode and downhill along all others."""
    x, modes = x.copy(), None
    for _ in range(22):
        e, g = energy_gradient(x[None], lam)
        g = g.reshape(-1)[FREE_DOF]
        if modes is not None and np.abs(g).max() < 1e-7:
            break
        modes, vectors = np.linalg.eigh(hessian(x, lam))
        stiffness = np.maximum(np.abs(modes), 1e-3)
        stiffness[0] *= -1
        move = -vectors @ ((vectors.T @ g) / stiffness)
        move *= min(1.0, 0.15 / np.linalg.norm(move))
        flat = x.reshape(-1)
        flat[FREE_DOF] += move
    e, g = energy_gradient(x[None], lam)
    assert np.abs(g).max() < 1e-6, "saddle search not converged"
    assert modes[0] < 0 < modes[1], "not a first-order saddle"
    return x, e[0], modes


def dense_analysis(x):
    """Energy, Z and pair energies by a full sum over periodic images."""
    rep_sum, att_sum = np.zeros((N, N)), np.zeros((N, N))
    for sx in (-1, 0, 1):
        for sy in (-1, 0, 1):
            shift = np.array([sx * BOX[0], sy * BOX[1], 0.0])
            r = np.linalg.norm(x[:, None] - x[None] + shift, axis=2)
            r[r < 1e-9] = 10.0
            rep, att, _, _ = radial(r)
            rep_sum += rep
            att_sum += att
    z = att_sum.sum(axis=1)
    energy = A_REP * rep_sum.sum() - XI * np.sqrt(z).sum()
    v = 2 * A_REP * rep_sum - XI / np.sqrt(Z0) * att_sum
    others = np.ones(N, bool)
    others[[AD, EDGE]] = False
    pair_all = v.sum() / 2
    pair_rest = v[np.ix_(others, others)].sum() / 2
    pen = penalty(z)
    return {"E": energy, "Z": z, "pair": pair_all,
            "pair_movers": pair_all - pair_rest, "pair_rest": pair_rest,
            "pen": pen, "pen_rest": pen[others].sum()}


# Gradient check on a distorted configuration.
rng = np.random.default_rng(3)
trial = IDEAL + 0.02 * rng.normal(size=IDEAL.shape)
direction = rng.normal(size=IDEAL.shape) * FREE[:, None]
pair_e = energy_gradient(np.array([trial + 1e-5 * direction,
                                   trial - 1e-5 * direction]))[0]
analytic = np.sum(energy_gradient(trial[None])[1][0] * direction)
assert abs((pair_e[0] - pair_e[1]) / 2e-5 - analytic) < 1e-6


def configuration(adatom, edge=None):
    x = IDEAL.copy()
    x[AD] = adatom
    if edge is not None:
        x[EDGE] = edge
    return x


fcc, e_fcc = relax(configuration(FCC))
hcp, e_hcp = relax(configuration(HCP))
hop_end, e_hop_end = relax(configuration(LOW))
exch_end, e_exch_end = relax(configuration(np.zeros(3), LOW))
assert abs(e_hop_end - e_exch_end) < 1e-7

routes = {
    "terrace": (fcc, hcp, {AD: (0.0, 0.0, 0.05)}),
    "hop": (fcc, hop_end, {AD: (0.21, 0.03, 0.30)}),
    "exchange": (hcp, exch_end, {AD: (-0.03, 0.0, 0.15),
                                 EDGE: (0.02, -0.12, 0.10)}),
}
saddle, e_saddle, spectrum = {}, {}, {}
for name, (start, end, bumps) in routes.items():
    guess, e_band = climbing_band(start, end, bumps)
    saddle[name], e_saddle[name], spectrum[name] = find_saddle(guess)
    assert abs(e_saddle[name] - e_band) < 2e-4, name

gap = e_saddle["hop"] - e_saddle["exchange"]
initial = dense_analysis(fcc)
hop, exch = dense_analysis(saddle["hop"]), dense_analysis(saddle["exchange"])
assert abs(hop["E"] - e_saddle["hop"]) < 1e-9
assert abs(exch["E"] - e_saddle["exchange"]) < 1e-9
pair_gap = hop["pair"] - exch["pair"]
penalty_gap = hop["pen"].sum() - exch["pen"].sum()
assert abs(gap - pair_gap - penalty_gap) < 1e-9
assert gap > 0
assert min(exch["Z"][AD], exch["Z"][EDGE]) > hop["Z"][AD]

# Independent response test: find both saddles again at changed penalty.
DELTA = 0.05
changed_gap = []
for lam in (1 - DELTA, 1 + DELTA):
    e_hop = find_saddle(saddle["hop"], lam)[1]
    e_exch = find_saddle(saddle["exchange"], lam)[1]
    changed_gap.append(e_hop - e_exch)
response = (changed_gap[1] - changed_gap[0]) / (2 * DELTA)
# The tolerance covers the cubic remainder of the central difference.
assert abs(response - penalty_gap) < 1e-4 + 0.03 * abs(penalty_gap)


def show(label, value, unit="mHa", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


print(f"inputs: p = {P_REP:g}, q = {Q_ATT:g}, cohesion = {E_COH:g} Ha/atom")
print(f"cutoff from {CUT_START:g} to {CUT_END:g} d")
print(f"atoms in cell: {N}, free atoms: {FREE.sum()}")
show("bulk effective coordination Z0", Z0, "(number)")
show("repulsion a", 1e3 * A_REP)
show("bonding strength xi", 1e3 * XI)
for z in (3.0, 5.0, 8.0):
    show(f"penalty P at Z = {z:g}", 1e3 * penalty(z))
show("hcp minus fcc adatom energy", 1e3 * (e_hcp - e_fcc))
show("descended minus fcc adatom energy", 1e3 * (e_hop_end - e_fcc))
for name in routes:
    barrier = e_saddle[name] - e_fcc
    print(f"{name} saddle above fcc site: {1e3 * barrier:.3f} mHa"
          f" = {barrier * HARTREE_EV:.4f} eV")
    print(f"{name} two lowest Hessian modes: {spectrum[name][0]:.5f},"
          f" {spectrum[name][1]:.5f} Ha/d^2")
for label, data in (("fcc start", initial), ("hop saddle", hop),
                    ("exchange saddle", exch)):
    print(f"{label} Z(A), Z(E), sum: {data['Z'][AD]:.3f},"
          f" {data['Z'][EDGE]:.3f},"
          f" {data['Z'][AD] + data['Z'][EDGE]:.3f} (number)")
    print(f"{label} P(A), P(E), P(rest): {1e3 * data['pen'][AD]:.3f},"
          f" {1e3 * data['pen'][EDGE]:.3f},"
          f" {1e3 * data['pen_rest']:.3f} mHa")
for label, x in (("hop", saddle["hop"]), ("exchange", saddle["exchange"])):
    for atom_name, atom in (("A", AD), ("E", EDGE)):
        px, py, pz = x[atom]
        print(f"{label} saddle position {atom_name}:"
              f" ({px:.3f}, {py:.3f}, {pz:.3f}) d")
print(f"gap hop minus exchange: {1e3 * gap:.3f} mHa"
      f" = {gap * HARTREE_EV:.4f} eV")
show("gap, pair part", 1e3 * pair_gap)
show("  pairs with A or E", 1e3 * (hop["pair_movers"] - exch["pair_movers"]))
show("  all other pairs", 1e3 * (hop["pair_rest"] - exch["pair_rest"]))
show("gap, penalty part", 1e3 * penalty_gap)
mover_penalty = (hop["pen"][[AD, EDGE]] - exch["pen"][[AD, EDGE]]).sum()
show("  penalty of A and E", 1e3 * mover_penalty)
show("  penalty of all others", 1e3 * (hop["pen_rest"] - exch["pen_rest"]))
show(f"gap at lam = {1 - DELTA:g}", 1e3 * changed_gap[0])
show(f"gap at lam = {1 + DELTA:g}", 1e3 * changed_gap[1])
show("measured d(gap)/d(lam)", 1e3 * response)
temperature = 300.0
rate_ratio = np.exp(gap * HARTREE_J / (constants.k * temperature))
print(f"exchange/hop rate ratio at {temperature:g} K,"
      f" equal prefactors: {rate_ratio:.3e} (number)")
print("all tests passed")
```

Running it gives:

```
inputs: p = 11, q = 3, cohesion = 0.11 Ha/atom
cutoff from 1.5 to 1.7 d
atoms in cell: 113, free atoms: 81
bulk effective coordination Z0: 12.500 (number)
repulsion a: 3.487 mHa
bonding strength xi: 43.012 mHa
penalty P at Z = 3: 19.784 mHa
penalty P at Z = 5: 10.271 mHa
penalty P at Z = 8: 3.041 mHa
hcp minus fcc adatom energy: -1.278 mHa
descended minus fcc adatom energy: -18.715 mHa
terrace saddle above fcc site: 0.531 mHa = 0.0144 eV
terrace two lowest Hessian modes: -0.02774, 0.04653 Ha/d^2
hop saddle above fcc site: 13.077 mHa = 0.3559 eV
hop two lowest Hessian modes: -0.06951, 0.04599 Ha/d^2
exchange saddle above fcc site: 5.306 mHa = 0.1444 eV
exchange two lowest Hessian modes: -0.10573, 0.04465 Ha/d^2
fcc start Z(A), Z(E), sum: 4.728, 9.137, 13.866 (number)
fcc start P(A), P(E), P(rest): 11.267, 1.599, 85.040 mHa
hop saddle Z(A), Z(E), sum: 3.473, 9.432, 12.904 (number)
hop saddle P(A), P(E), P(rest): 17.005, 1.312, 85.443 mHa
exchange saddle Z(A), Z(E), sum: 5.822, 8.166, 13.988 (number)
exchange saddle P(A), P(E), P(rest): 7.666, 2.795, 87.239 mHa
hop saddle position A: (0.407, 0.500, 0.586) d
hop saddle position E: (-0.020, -0.011, -0.043) d
exchange saddle position A: (-0.320, -0.100, 0.523) d
exchange saddle position E: (0.336, 0.022, -0.095) d
gap hop minus exchange: 7.772 mHa = 0.2115 eV
gap, pair part: 1.711 mHa
  pairs with A or E: 5.668 mHa
  all other pairs: -3.957 mHa
gap, penalty part: 6.060 mHa
  penalty of A and E: 7.856 mHa
  penalty of all others: -1.796 mHa
gap at lam = 0.95: 7.468 mHa
gap at lam = 1.05: 8.074 mHa
measured d(gap)/d(lam): 6.060 mHa
exchange/hop rate ratio at 300 K, equal prefactors: 3.569e+03 (number)
all tests passed
```
